Transverse Levels of Channelled Ions and Their Square-Root Growth with Mass

Suppose that the motion of a channelled ion between two atomic planes has been computed with a basis of 42 transverse levels, enough to hold every state that stays clear of the planes. The ion is now replaced by one four times as heavy, in the same potential and at the same beam energy, and the 42 levels are kept. Half of the channelled states are then missing, and a beam that fills the channel can no longer be represented. The classical picture gives no warning, because the well and the largest channelled angle are unchanged. What has changed is the number of quantum states in the well, and this number is needed to choose a basis or to judge whether single levels matter.

**The transverse problem**

Let x be the distance from mid-channel, d the plane spacing, M the ion mass and Z1 its charge number. The ion is a non-relativistic point charge that moves nearly parallel to the planes. It passes many atoms before x changes appreciably, so the crystal potential may be replaced by its average over the coordinates y and z in the plane. This is the continuum approximation. Thermal vibration, energy loss and scattering by electrons are left out.

The averaged potential depends on x alone, so the wave function may be written exp(ik_y y + ik_z z) φ(x). Let W(x) be the potential measured from its mid-channel value. The kinetic energy along the plane separates off, leaving

−(ħ²/2M) φ″ + W(x) φ = E_⊥ φ.  (1)

The beam energy does not appear in (1), so it does not affect the transverse levels as long as the ion is non-relativistic. For a fast ion M is replaced by γM, where γ − 1 is the beam energy divided by Mc². In the worked case below this raises the count for 1 u from 42 to 43 at about 15 MeV.

For an explicit well, take the interaction with one crystal atom to be Z1Z2e² exp(−r/a)/r. Here Z2 is the atomic number of the crystal, a is the screening length, and e² stands for the squared elementary charge divided by 4πε0. A plane has n_s atoms per unit area. At distance x from it, r² = ρ² + x², so ρ dρ = r dr at fixed x, and the average is

U_p(x) = 2πn_s Z1Z2e² ∫ from |x| to ∞ of exp(−r/a) dr = A exp(−|x|/a),  A = 2πn_s Z1Z2e²a.  (2)

The planes lie at ±(j + 1/2)d with j = 0, 1, 2, … For |x| < d/2, those on the right form a geometric series:

A exp(x/a) exp(−d/2a) / [1 − exp(−d/a)] = A exp(x/a) / [2 sinh(d/2a)].

Those on the left give the same with x replaced by −x. Adding the two and subtracting the value at x = 0 yields

W(x) = U0 [cosh(x/a) − 1],  U0 = A / sinh(d/2a).  (3)

At the plane, the identities cosh u − 1 = 2 sinh²(u/2) and sinh u = 2 sinh(u/2) cosh(u/2), with u = d/2a, give the barrier height A tanh(d/4a).

An ion that comes too close to a plane is scattered strongly by single atoms, and the continuum picture fails. We therefore count levels below a cutoff E_c = W(x_c), with x_c < d/2. The distance d/2 − x_c is the closest approach allowed. It is a choice of the model, taken to be the same for all masses. It is not a wall: in the worked case below, the top counted level for 1 u has about 2 per cent of its probability beyond x_c.

**The quantization rule**

Define the local wavenumber k(x) = √(2M[E − W(x)])/ħ, where E now denotes the transverse energy. Between the turning points ±x_t, where W = E, try φ = g exp(iθ) with θ′ = k and g = k^(−1/2). Then

φ″ + k²φ = [g″ + i(2g′k + gk′)] exp(iθ).

The bracketed imaginary part vanishes, since 2g′k = −k^(−1/2)k′ and gk′ = k^(−1/2)k′. What remains is (g″/g)φ, which may be dropped where |g″/g| is much smaller than k². The ratio g″/g does not contain M, while k² is proportional to M, so at fixed energy the approximation improves with mass.

It fails at the turning points, where k = 0. Near the left one put u = x + x_t and W ≈ E − Fu, with F > 0. Equation (1) becomes φ″ = −(2MF/ħ²)uφ. With ξ = (2MF/ħ²)^(1/3) u, the solution that decays into the forbidden region is Ai(−ξ). For large positive ξ it behaves as

Ai(−ξ) ≈ π^(−1/2) ξ^(−1/4) sin(2ξ^(3/2)/3 + π/4).

In the linear region the integral of k from the turning point is (2/3)√(2MF) u^(3/2)/ħ = 2ξ^(3/2)/3. The wave that joins on is therefore

φ ≈ C k^(−1/2) sin α,  α = ∫ from −x_t to x of k dx′ + π/4.  (4)

The same argument from the right gives φ ≈ C′ k^(−1/2) sin β, where β is the integral of k from x to x_t plus π/4. Let Φ be the integral over the whole allowed interval. Then β = Φ + π/2 − α, and

sin β = sin(Φ + π/2) cos α − cos(Φ + π/2) sin α.

This is proportional to sin α at all x if and only if sin(Φ + π/2) = 0. Since Φ > 0, the levels obey

Φ(E_n) = π(n + 1/2),  n = 0, 1, 2, …  (5)

**Counting the levels**

Divide the phase at the cutoff by π:

ν = (1/πħ) ∫ from −x_c to x_c of √(2M[E_c − W(x)]) dx.  (6)

Write ν(E) for the same quantity at energy E. It increases with E, because the integrand grows and the allowed interval widens. By (5), E_n < E_c is therefore equivalent to n + 1/2 < ν. The number of non-negative integers below ν − 1/2 is this value rounded up to an integer:

N = ceil(ν − 1/2) = ν + r,  −1/2 ≤ r < 1/2.  (7)

These bounds hold within the rule (5); the small error of the rule itself is estimated below.

If W and E_c do not depend on M, the mass leaves the integral in (6) as a factor:

ν = √M · (√2/πħ) ∫ from −x_c to x_c of √(E_c − W(x)) dx.  (8)

This is the square-root law. It does not rely on the form (3) of the well. The smooth count ν is proportional to √M, while the integer N follows it in steps, with a relative rounding error of at most 1/(2ν). The law is thus an asymptotic one for N, and a poor guide when the well holds one or two levels.

The reason is visible in phase space. The orbit at energy E_c encloses the area 2πħν, and each state takes an area 2πħ. Raising M leaves the width 2x_c alone but stretches the momentum range, whose mid-channel limit is √(2ME_c). The largest angle to the plane behaves differently. For a beam of energy E_b, an ion at mid-channel has transverse energy E_bψ² at small angle ψ, so the limit is ψ_c = √(E_c/E_b), without M. At equal beam energy, light and heavy ions are accepted over the same angles, but the heavy ion has more states within them.

**Closed form and limits**

For the well (3), let s = sinh(x_c/2a). Since cosh(x/a) − 1 = 2 sinh²(x/2a), we have E_c = 2U0s². Substitute sinh(x/2a) = s sin θ. Then

E_c − W = 2U0s² cos²θ,  dx = 2a s cos θ dθ / √(1 + s² sin²θ).

Inserting both in (6), and using the symmetry in θ, gives

ν = (8a√(MU0)/πħ) ∫ from 0 to π/2 of s² cos²θ / √(1 + s² sin²θ) dθ.

Write the numerator as (1 + s²) − (1 + s² sin²θ). The two parts are complete elliptic integrals, K(m) = ∫dθ/√(1 − m sin²θ) and E(m) = ∫√(1 − m sin²θ) dθ over the same range, with parameter m = −s²:

ν = (8a√(MU0)/πħ) [(1 + s²) K(−s²) − E(−s²)].  (9)

A second form shows the limits. Define a shape factor S by

ν = 2x_c √(2ME_c) S/(πħ),  S = (1/2x_c) ∫ from −x_c to x_c of √(1 − W/E_c) dx.  (10)

Since W > 0 away from the centre, S < 1. The power series of cosh(x/a) − 1 has positive terms in x², x⁴ and so on. For |x| < x_c each term is at most (x/x_c)² times its value at x_c, so W/E_c ≤ (x/x_c)². The parabola with equality has S = (1/2)∫√(1 − u²)du from −1 to 1, which is π/4. Because the higher terms are present, π/4 < S < 1.

For x_c much smaller than a the well is harmonic, W ≈ Mω²x²/2 with Mω² = U0/a². Then S → π/4, and x_c = √(2E_c/M)/ω turns (10) into ν → E_c/(ħω). Here the square root comes from ω ∝ M^(−1/2). For x_c much larger than a, W/E_c is close to exp[−(x_c − |x|)/a] except near the centre, where it is small as well. The well is then almost a box with S → 1, and the square root comes from the momentum √(2ME_c).

**Level spacing**

More levels in the same energy range must lie closer together. Differentiate ν(E); the moving end points contribute nothing, because the integrand vanishes there:

dν/dE = (1/πħ) √(M/2) ∫ dx/√(E − W).  (11)

With the substitution used for (9), now with s² = E/(2U0), the integral equals 4aK(−s²)/√(2U0). Neighbouring levels differ by one in ν, so for large n their spacing is

ΔE ≈ 1/(dν/dE) = πħ√(U0/M) / [2aK(−s²)].  (12)

It falls as M^(−1/2). For small s, K → π/2 and ΔE → ħω, as it must. Since K(−s²) decreases with s, the spacing grows towards the cutoff. Classically, the oscillation period is T = 2∫dx/v with v = √(2(E − W)/M), which by (11) is 2πħ dν/dE. Hence ΔE = 2πħ/T: the heavier ion swings more slowly across the channel.

**The error of the rule**

Near the bottom the error can be found to leading order. Expanding (3) gives the harmonic well plus λx⁴, with λ = U0/(24a⁴). Let ℓ² = ħ/(Mω). First-order perturbation theory shifts level n by

λ⟨x⁴⟩ = (3/2)λℓ⁴(n² + n + 1/2).

In rule (5), Φ stays fixed at given n. Expanding Φ to first order then makes the energy shift equal to the average of λx⁴ over the harmonic orbit, weighted by the time spent at each x. The squared amplitude is 2ℓ²(n + 1/2), and the time average of the fourth power of a sine is 3/8, so the shift is (3/2)λℓ⁴(n + 1/2)². The true level is higher by (3/2)λℓ⁴(1/2 − 1/4) = (3/8)λℓ⁴. With ℓ²/a² = ħω/U0 this is (ħω)²/(64U0). Divided by the spacing ħω, it is an error in the quantum number of

δ ≈ ħω/(64U0),  (13)

which also falls as M^(−1/2).

**A worked case**

Take round model values: d = 2.0 Å, a = 0.2 Å, n_s = 0.15 Å⁻², Z2 = 20 and a closest approach of 0.2 Å, so that x_c = 0.8 Å. For Z1 = 1, (2) and (3) give A = 54.285 eV and U0 = 0.7316 eV. The barrier is 53.56 eV high and the cutoff lies at E_c = 19.25 eV.

For M = 1 u, ħ²/M = 4.180 × 10⁻³ eV Å², so a√(MU0)/ħ = 0.2 × √(0.7316/0.004180) = 2.646. With s² = 13.154, K = 0.7290 and E = 4.0621, equation (9) gives

ν = (8 × 2.646/π) × (14.154 × 0.7290 − 4.0621) = 6.738 × 6.256 = 42.15.

The shape factor is S = 0.86, between the parabola's 0.79 and the box value 1. This value depends on the screening function. For a proton in the (110) channel of silicon, with the cutoff one screening length from the plane, a single exponential also gives 0.86, while the three-term Molière screening gives a more parabolic well with S = 0.82.

The levels were also found by diagonalizing the periodic Hamiltonian in plane waves, without the rule (5). The only bare ions of charge 1 are the hydrogen isotopes, up to 3 u, so the heavier entries below are model point charges that isolate the effect of mass. For four such ions of charge 1 in the same well, the results are:

M = 1 u: ν = 42.15, N = 42
M = 4 u: ν = 84.31, N = 84
M = 16 u: ν = 168.61, N = 169
M = 64 u: ν = 337.22, N = 337

Each fourfold increase of mass doubles ν, and each count N lies within one half of it. A power law fitted to the four counts has exponent 0.501. The small excess over 1/2 comes from the integer steps, since ν itself follows the square root. At the cutoff, (12) gives a spacing of 0.596 eV for 1 u and 0.074 eV for 64 u, a factor of eight for a mass ratio of 64. The top two counted levels for 1 u are 0.589 eV apart. They lie somewhat below E_c, where the spacing is smaller; evaluated midway between them, (12) passed a test at a relative tolerance of 0.2 per cent.

For 1 u, ħω = 0.2765 eV, and (13) predicts an error of 0.0059 in the quantum number. The largest error found is 0.0056. It occurs at the lowest level, as it does for the other three masses, and drops to 0.0007 for 64 u. At the top counted level, where the count is decided, the error for 1 u is 0.0014. Such errors can alter a count only when ν − 1/2 lies very close to an integer. That the largest error sits at the bottom is a feature of the well (3): with Molière screening in silicon (110) it sits at the top counted level.

**Where the law needs care**

The potential must be the same for the ions compared. A change of element usually changes the charge as well. For bare ions, U0 is proportional to Z1, and so is E_c at fixed x_c. The factor E_c − W in (6) then carries Z1, and

ν ∝ √(Z1M).  (14)

For Z1 = 2 and M = 4 u the example gives ν = √8 × 42.15 = 119.2, and diagonalization finds 119 levels. The mass alone would have given 84. An ion that keeps some of its electrons has a different interaction with the crystal atoms, and (14) does not cover it.

The channel is also one of many. Tunnelling through the planes broadens each level into a band, which holds one state for each allowed Bloch wavenumber. There are as many allowed wavenumbers as channels, so a band holds one state per channel in total, and N is the count at a fixed Bloch wavenumber. The decay constant under the barrier is √(2M(W − E))/ħ, so tunnelling is strongest for the lightest ion. For 1 u, the counted levels at the centre and the edge of the Brillouin zone agree to numerical rounding. The bands would have to be considered for a cutoff near the barrier top. There the rule (5) fails too. The forbidden region is thin, the wave does not die out before the next channel, and the single decaying solution behind (4) is not enough. This happens whether the barrier top has the cusp of (3) or is rounded by thermal vibration.

Finally, scattering and energy loss give each level a width. If this width exceeds the spacing (12), the levels cannot be resolved one by one, and ν keeps its meaning as the number of phase-space cells open to the channelled ion. Because the spacing falls as M^(−1/2), a given width blurs the levels of a heavy ion sooner than those of a light one. The numerical output below lists the spacings near the cutoff for the four ions of charge 1.

Numbers as computed

```
Plane spacing d = 2.0 angstrom
Screening length a = 0.2 angstrom
Areal density n_s = 0.15 per square angstrom
Crystal atomic number Z2 = 20
Closest approach to a plane = 0.2 angstrom
Turning point at cutoff x_c = 0.8 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
hbar^2/(1 u) = 4.180159e-03 eV angstrom^2
Plane strength A (Z1=1) = 54.285 eV
Well scale U0 (Z1=1) = 0.7316 eV
Barrier height (Z1=1) = 53.559 eV
Cutoff energy E_c (Z1=1) = 19.247 eV
s^2 at cutoff = 13.1541
K(-s^2) at cutoff = 0.72901
E(-s^2) at cutoff = 4.06206
Shape factor S = 0.8625 (parabola: 0.7854)
nu by quadrature, M = 1 u: 42.1528
M = 1 u: nu = 42.153, diagonalized count N = 42, N/sqrt(M/u) = 42.000
M = 1 u: spacing of top two counted levels = 589.30 meV, formula at E_c = 595.78 meV
M = 4 u: nu = 84.306, diagonalized count N = 84, N/sqrt(M/u) = 42.000
M = 4 u: spacing of top two counted levels = 296.06 meV, formula at E_c = 297.89 meV
M = 16 u: nu = 168.611, diagonalized count N = 169, N/sqrt(M/u) = 42.250
M = 16 u: spacing of top two counted levels = 148.73 meV, formula at E_c = 148.94 meV
M = 64 u: nu = 337.222, diagonalized count N = 337, N/sqrt(M/u) = 42.125
M = 64 u: spacing of top two counted levels = 74.37 meV, formula at E_c = 74.47 meV
Fitted mass exponent of N = 0.5011
Small-oscillation quantum, M = 1 u: 0.2765 eV
Estimated bottom defect, M = 1 u: 0.00591
M = 1 u: largest quantum-number defect = 0.00558
M = 4 u: largest quantum-number defect = 0.00287
M = 16 u: largest quantum-number defect = 0.00145
M = 64 u: largest quantum-number defect = 0.00073
Largest band shift, M = 1 u (rounding level): 4.2e-14 eV
Z1 = 2, M = 4 u: cutoff energy = 38.493 eV
Z1 = 2, M = 4 u: nu = 119.226, diagonalized count N = 119
```
